\section*{Celio's method for muon spin polarization: Trotter bias and statistical error, part 1}

(Sections cited here and not found follow in the second part.)

\section{One state in place of sixteen thousand}

A positive muon at rest among fourteen spin-$\tfrac12$ nuclei loses most of its spin polarization within a few microseconds, and part of it then returns. The nuclei are unpolarized, so the polarization $P(t)$ is an average over all $D=2^{14}=16384$ nuclear configurations. For the model cluster defined below, one suitably chosen initial state, propagated to $t=4\,\mu$s, gives $0.130$, and a second one gives $0.124$. Sixteen such states scatter with a standard deviation of $0.004$ about the mean $0.128$. A single propagation therefore reproduces an average over 16384 configurations to a few thousandths, on a scale where $P(0)=1$. The same prescription applied to the muon and only the two nuclei on the polarization axis $z$ scatters by $0.175$, and applied to the muon and one of these two it does not scatter at all. The error is small for large clusters, but it is not simply a decreasing function of $D$, and the scheme has to account for both facts.

\section{The model and the quantity to be computed}

Energies are divided by $\hbar$ and given in rad/$\mu$s. The muon has spin $\mathbf S=\boldsymbol\sigma/2$ and is static. Nucleus $j=1,\dots,N$ has spin $I_j$, dimension $d_j=2I_j+1$, and sits at distance $r_j$ along the unit vector $\mathbf n_j$. The nuclear space has dimension $D=\prod_j d_j$ and the full space $2D$. Inserting the moments $\hbar\gamma_\mu\mathbf S$ and $\hbar\gamma_j\mathbf I_j$ into the dipole--dipole energy gives
\begin{equation}
H_j=\mathbf S\cdot\mathbf b_j+h_j^{\rm n},\qquad
\mathbf b_j=\omega_j\left[\mathbf I_j-3\,\mathbf n_j(\mathbf n_j\cdot\mathbf I_j)\right],\qquad
\omega_j=\frac{\mu_0\hbar\gamma_\mu\gamma_j}{4\pi r_j^3}.
\label{eq:Hj}
\end{equation}
The term $h_j^{\rm n}$ acts on nucleus $j$ alone. It holds a quadrupole coupling $\omega_{Q,j}[3(\mathbf n_j\cdot\mathbf I_j)^2-I_j(I_j+1)]$ and, in a field $\mathbf B$, the Zeeman term $-\gamma_j\mathbf B\cdot\mathbf I_j$. The Hamiltonian is $H=\sum_jH_j$, with the muon Zeeman term $H_0=-\boldsymbol\Omega\cdot\mathbf S$, $\boldsymbol\Omega=\gamma_\mu\mathbf B$, added in a field. Couplings between nuclei are left out.

The muon starts along $z$ and the nuclei are in the fully mixed state, $\rho=|{\uparrow}\rangle\langle{\uparrow}|\otimes 1/D$, which holds when the nuclear splittings are far below the thermal energy. For a unitary propagator $U$,
\begin{equation}
P=\mathrm{Tr}\,[\rho\,U^\dagger\sigma_zU]=\frac{\mathrm{Tr}A}{D},\qquad A=\langle{\uparrow}|U^\dagger\sigma_zU|{\uparrow}\rangle ,
\label{eq:P}
\end{equation}
where $A$ is a Hermitian $D\times D$ matrix on the nuclei. Two other forms are needed. Since $|{\uparrow}\rangle\langle{\uparrow}|=(1+\sigma_z)/2$ and $\mathrm{Tr}[U^\dagger\sigma_zU]=\mathrm{Tr}\,\sigma_z=0$,
\begin{equation}
P=\frac{1}{2D}\mathrm{Tr}\,[\sigma_zU^\dagger\sigma_zU].
\label{eq:auto}
\end{equation}
With the blocks $C=\langle{\uparrow}|U|{\uparrow}\rangle$ and $B=\langle{\downarrow}|U|{\uparrow}\rangle$, inserting $\sigma_z=|{\uparrow}\rangle\langle{\uparrow}|-|{\downarrow}\rangle\langle{\downarrow}|$ gives $A=C^\dagger C-B^\dagger B$, while unitarity gives $C^\dagger C+B^\dagger B=1$. Hence
\begin{equation}
A=1-2B^\dagger B .
\label{eq:AB}
\end{equation}
Both $B^\dagger B$ and $C^\dagger C=1-B^\dagger B$ are non-negative, so the eigenvalues of $A$ lie in $[-1,1]$.

The time scale follows from Eq.~\eqref{eq:AB}. For $U=e^{-iHt}$, $B=-it\,h+O(t^2)$ with $h=\langle{\downarrow}|H|{\uparrow}\rangle$. In zero field, with $\mathbf b=\sum_j\mathbf b_j$, the elements $\langle{\downarrow}|S_x|{\uparrow}\rangle=\tfrac12$ and $\langle{\downarrow}|S_y|{\uparrow}\rangle=\tfrac i2$ give $h=(b_x+ib_y)/2$, and the terms $h_j^{\rm n}$ do not contribute because they cannot flip the muon. Then $4h^\dagger h=b_x^2+b_y^2+i[b_x,b_y]$, and the commutator has zero trace. Writing $\langle X\rangle=\mathrm{Tr}X/D$,
\begin{equation}
P=1-\tfrac12M_2t^2+O(t^4),\qquad M_2=\langle b_x^2+b_y^2\rangle .
\label{eq:M2def}
\end{equation}
No $t^3$ term appears, because cyclic permutation in Eq.~\eqref{eq:auto} exchanges $e^{-iHt}$ and $e^{iHt}$ and so $P(t)=P(-t)$. Products of spins of different nuclei average to zero since $\mathrm{Tr}\,\mathbf I_j=0$, and $\langle I_{jc}I_{je}\rangle=\delta_{ce}I_j(I_j+1)/3$. Because $\sum_c(\delta_{ac}-3n_an_c)(\delta_{dc}-3n_dn_c)=\delta_{ad}-6n_an_d+9n_an_d$,
\begin{equation}
\langle b_ab_d\rangle=\sum_j\omega_j^2\frac{I_j(I_j+1)}{3}\,(\delta_{ad}+3n_{ja}n_{jd}),
\label{eq:bb}
\end{equation}
and summing $a=d=x,y$ with $n_{jz}=\cos\vartheta_j$ gives $2+3\sin^2\vartheta_j$, that is
\begin{equation}
M_2=\sum_j\omega_j^2\frac{I_j(I_j+1)}{3}\,(5-3\cos^2\vartheta_j).
\end{equation}

The model cluster consists of spin-$\tfrac12$ nuclei with the gyromagnetic ratio of the proton, in zero field. Six lie at $r_1=2$~\AA{} on the axes and are added in the order $+z,-z,+x,-x,+y,-y$. Eight lie at $r_2=\sqrt3\,r_1=3.464$~\AA{} on the cube diagonals. With $\gamma_\mu/2\pi=135.54$~MHz/T and $\gamma_p/2\pi=42.577$~MHz/T, Eq.~\eqref{eq:Hj} gives $\omega_1=0.3003$~rad/$\mu$s and $\omega_2=\omega_1/3^{3/2}=0.0578$~rad/$\mu$s. Here $I(I+1)/3=\tfrac14$. The first shell contributes angular factors $2\times2+4\times5=24$, and the second, with $\cos^2\vartheta=\tfrac13$, contributes $8\times4=32$. So $M_2=6\omega_1^2+8\omega_2^2=0.541+0.027=0.568\,\mu\mathrm s^{-2}$ and $\sqrt{M_2}=0.754\,\mu\mathrm s^{-1}$. At $4\,\mu$s the product $\sqrt{M_2}\,t$ is about 3, far outside the range of Eq.~\eqref{eq:M2def}.

\section{What fails in the direct evaluation}

The direct route diagonalizes $H$ and forms Eq.~\eqref{eq:auto}. A dense complex matrix of order $2D=32768$ at 16 bytes per element occupies 16~GiB, and the work grows as $(2D)^3$. A state vector of the same system occupies 0.5~MiB. The matrix $U$ has to be avoided, and only its action on vectors can be used. This is the first problem.

The second problem remains even when that action is cheap. The trace in Eq.~\eqref{eq:P} is $\sum_mA_{mm}$ over the product basis $|m\rangle=|m_1\dots m_N\rangle$ of $I_{jz}$ eigenstates, and each $A_{mm}$ costs one propagation of $|{\uparrow},m\rangle$. The obvious saving is to draw $m$ at random. The result $A_{mm}$ has mean $P$ and variance
\begin{equation}
u=\frac1D\sum_mA_{mm}^2-P^2 .
\label{eq:u}
\end{equation}
This quantity has no reason to shrink with $D$. If a nucleus of dimension $d$ and zero coupling is added, $A\to A\otimes1_d$, every diagonal element is repeated $d$ times, and $u$ is unchanged. A basis state fixes only the $I_{jz}$ and not the field operator $\sum_j\mathbf b_j$, which also contains $I_{jx}$ and $I_{jy}$, but the response $A_{mm}$ differs from one basis state to another, and a single draw returns just one of these responses. Celio's method replaces the matrix by a Trotter product of small factors and the basis state by a random-phase superposition.

\section{Propagation by pair factors}

Each $H_j$ is a $2d_j\times2d_j$ matrix on the muon and nucleus $j$, times the identity on the other nuclei. Every power of it has this form, so $e^{-iH_j\tau}$ is a small matrix $G_j$ times the identity. Split the index of a state into $(\sigma,l,m,r)$, where $\sigma$ is the muon, $m$ nucleus $j$, and $l$ and $r$ collect the nuclei before and after it. Then
\begin{equation}
\psi'(\sigma,l,m,r)=\sum_{\sigma'm'}G_j(\sigma m,\sigma'm')\,\psi(\sigma',l,m',r).
\label{eq:gate}
\end{equation}
Each of the $2D$ output amplitudes needs $2d_j$ multiplications, so applying all factors once costs $4D\sum_jd_j$.

If the $H_j$ commuted, the product of these factors would be $e^{-iH\tau}$. They share the muon spin. Operators of different nuclei commute and $[S_a,S_c]=i\epsilon_{ace}S_e$, so
\begin{equation}
[H_j,H_k]=\sum_{ac}[S_a,S_c]\,b_{ja}b_{kc}=i\,\mathbf S\cdot(\mathbf b_j\times\mathbf b_k),\qquad j\ne k .
\label{eq:comm}
\end{equation}
The product is therefore used for a short step $\tau=t/n$ and repeated,
\begin{equation}
U_{\rm f}(\tau)=e^{-iH_N\tau}\cdots e^{-iH_1\tau},\qquad e^{-iHt}\approx U_{\rm f}(\tau)^n .
\end{equation}

The operator error can be bounded in the spectral norm. For Hermitian $X,Y$ let $V(s)=e^{-iYs}e^{-iXs}$ and $W(s)=e^{-i(X+Y)s}$. Differentiating, and inserting $e^{iYs}e^{-iYs}$ after $X$,
\begin{align}
V'&=-iYV-i\,e^{-iYs}Xe^{iYs}V=-i(X+Y)V-iR(s)V,\\
R(s)&=e^{-iYs}Xe^{iYs}-X=-i\int_0^s e^{-iYs'}[Y,X]e^{iYs'}\,ds' .
\end{align}
Unitary factors do not change the norm, so $\|R(s)\|\le s\|[X,Y]\|$. From $(W^\dagger V)'=W^\dagger[i(X+Y)V+V']=-iW^\dagger RV$ and $W^\dagger V=1$ at $s=0$ it follows that $\|V(\tau)-W(\tau)\|=\|W^\dagger V-1\|\le\tfrac12\tau^2\|[X,Y]\|$. The factors are now absorbed one at a time. Attaching $e^{-iH_k\tau}$ to the exact exponential of $X=H_1+\dots+H_{k-1}$ adds at most $\tfrac12\tau^2\sum_{j<k}\|[H_j,H_k]\|$ to the error already made, by the triangle inequality. For $n$ steps, with $W=e^{-iH\tau}$, the identity $U_{\rm f}^n-W^n=\sum_{l=0}^{n-1}U_{\rm f}^{\,n-1-l}(U_{\rm f}-W)W^l$, in which the sum telescopes, multiplies the one-step error by at most $n$. With $n\tau=t$,
\begin{equation}
\|U_{\rm f}(\tau)^n-e^{-iHt}\|\le\frac{t\tau}{2}\sum_{j<k}\|[H_j,H_k]\| .
\label{eq:bound}
\end{equation}

A second, small cluster serves to show convergence orders, because symmetry could hide error terms in the first. It has spins $\tfrac12,1,\tfrac32$ ($D=24$), couplings $\omega_j=0.5,0.3,0.2$~rad/$\mu$s, quadrupole constants $0,0.4,0.3$~rad/$\mu$s, and three non-coplanar directions with no right angles between them. They point along $(1,0.3,0.8)$, $(-0.4,1,0.5)$ and $(0.2,-0.7,-1)$. Individual values depend on these directions, and in a field the order of the bias can change for the symmetric arrangements identified below. With dense matrix exponentials in zero field at $t=2\,\mu$s, the left side of Eq.~\eqref{eq:bound} is $6.74\times10^{-3}$ for $\tau=0.02\,\mu$s, about half of the bound $1.32\times10^{-2}$, and $3.37\times10^{-3}$ for $\tau=0.01\,\mu$s. The operator error is of first order in $\tau$.

\section{The bias of the polarization}

A first-order operator error suggests paying for a second-order splitting. In zero field this does not raise the order of the bias of $P$. For small $\tau$ define $H_{\rm eff}(\tau)=H+\tau K+\tau^2L+\dots$ by $U_{\rm f}(\tau)=e^{-i\tau H_{\rm eff}(\tau)}$. The $\tau^2$ term of the product is $-[\tfrac12\sum_jH_j^2+\sum_{j<k}H_kH_j]$, and that of the exponential is $-[iK+\tfrac12H^2]$ with $\tfrac12H^2=\tfrac12\sum_jH_j^2+\tfrac12\sum_{j<k}(H_jH_k+H_kH_j)$. Equating them gives $iK=\tfrac12\sum_{j<k}(H_kH_j-H_jH_k)$, so
\begin{equation}
K=\frac i2\sum_{j<k}[H_j,H_k]=-\frac12\sum_{j<k}\mathbf S\cdot(\mathbf b_j\times\mathbf b_k)\qquad(\mathbf B=0).
\label{eq:K}
\end{equation}
$K$ is a product of three spin operators and changes sign when all spins are reversed, whereas $H$ does not. This observation can be made exact.

Let $\Theta$ be time reversal, the antiunitary operator with $\Theta\mathbf J\Theta^{-1}=-\mathbf J$ for every spin. Dipolar and quadrupolar terms are bilinear in spins with real coefficients and are unchanged, and Zeeman terms change sign, so $\Theta H_j(\mathbf B)\Theta^{-1}=H_j(-\mathbf B)$. Antilinearity turns $-i$ into $+i$ in each factor without changing their order. With the reversed product $U_{\rm r}=e^{-iH_1\tau}\cdots e^{-iH_N\tau}$, and $H_0$ treated as one more factor,
\begin{equation}
\Theta U_{\rm f}(\mathbf B)\Theta^{-1}=e^{iH_N(-\mathbf B)\tau}\cdots e^{iH_1(-\mathbf B)\tau}=U_{\rm r}(-\mathbf B)^\dagger .
\end{equation}
For any operator $X$, evaluating the trace in the basis $\Theta|k\rangle$ gives $\mathrm{Tr}[\Theta X\Theta^{-1}]=\sum_k\langle\Theta k|\Theta Xk\rangle=(\mathrm{Tr}X)^*$. Put $V=U_{\rm f}(\mathbf B)^n$ and $W=U_{\rm r}(-\mathbf B)^n$, so that $\Theta V\Theta^{-1}=W^\dagger$ and, taking inverses, $\Theta V^\dagger\Theta^{-1}=W$. Since $P$ is real, Eq.~\eqref{eq:auto} gives
\begin{equation}
2D\,P_{\rm f}(\mathbf B)=\mathrm{Tr}[(-\sigma_z)W(-\sigma_z)W^\dagger]=\mathrm{Tr}[\sigma_zW^\dagger\sigma_zW]=2D\,P_{\rm r}(-\mathbf B),
\label{eq:TR}
\end{equation}
where the middle step moves $\sigma_zW^\dagger$ cyclically to the front. This holds for any step size.

The reversed product is also the forward one at negative step. The inverse of $U_{\rm f}(-\tau)=e^{iH_N\tau}\cdots e^{iH_1\tau}$ is $U_{\rm r}(\tau)$, and $U_{\rm f}(-\tau)=e^{+i\tau H_{\rm eff}(-\tau)}$, so $U_{\rm r}(\tau)=e^{-i\tau H_{\rm eff}(-\tau)}$. Let $f(t,\tau)=f_0(t)+\tau f_1(t)+\tau^2f_2(t)+\dots$ be Eq.~\eqref{eq:auto} evaluated with $U=e^{-itH_{\rm eff}(\tau)}$, where $f_0$ is the exact polarization. Then $P_{\rm f}=f(t,\tau)$ and $P_{\rm r}=f(t,-\tau)$. At $\mathbf B=0$ Eq.~\eqref{eq:TR} makes them equal, so $2\tau f_1+O(\tau^3)=0$ for every $\tau=t/n$, which forces $f_1=0$. The zero-field bias of the first-order product is $O(\tau^2)$.

In a field the argument relates $\mathbf B$ to $-\mathbf B$ and does not remove $f_1$. Its leading term in $t$ can be found. Let $H_0$ act first. From $[H_0,H_j]=-i\,\mathbf S\cdot(\boldsymbol\Omega\times\mathbf b_j)$, $K$ gains $\tfrac12\mathbf S\cdot(\boldsymbol\Omega\times\mathbf b)$, and the muon sees
\begin{equation}
\mathbf b'=\mathbf b-\boldsymbol\Omega+\frac\tau2\Big[\boldsymbol\Omega\times\mathbf b-\sum_{j<k}\mathbf b_j\times\mathbf b_k\Big].
\end{equation}
Equation~\eqref{eq:M2def} applies with $\mathbf b'$. In the part of $\langle b_x'^2+b_y'^2\rangle$ linear in $\tau$, the cross terms with $\boldsymbol\Omega$ vanish because the bracket has zero trace, and those of $\mathbf b$ with $\mathbf b_j\times\mathbf b_k$ vanish because at least one of the two nuclei appears through a single traceless spin operator. What remains is $\tau\sum_{a=x,y}\langle b_a(\boldsymbol\Omega\times\mathbf b)_a\rangle$. The same sum over all three $a$ is $\epsilon_{acd}\Omega_c\langle b_ab_d\rangle=0$, since Eq.~\eqref{eq:bb} is symmetric in $a,d$. The sum over $x,y$ is then minus the $z$ term, in which only the off-diagonal part $3n_{jz}n_{jd}$ of Eq.~\eqref{eq:bb} enters:
\begin{equation}
\delta M_2=-\tau\sum_j\omega_j^2I_j(I_j+1)\,n_{jz}(\boldsymbol\Omega\times\mathbf n_j)_z .
\end{equation}
This is nonzero for a field with a transverse component and a cluster of low symmetry, and it is odd in $\mathbf B$, as Eq.~\eqref{eq:TR} requires. For a longitudinal field it vanishes, which settles only the order $t^2$. A field leaves $f_1=0$ at all times if there is an axis $\mathbf u\perp\mathbf B$ that is parallel or perpendicular to $z$ and to every $\mathbf n_j$. A rotation of all spins by $\pi$ about $\mathbf u$ then sends each $\mathbf n_j\cdot\mathbf J$ and $\sigma_z$ to plus or minus itself and reverses $\mathbf B\cdot\mathbf J$, so that $\Theta$ combined with it leaves every factor's Hamiltonian fixed, and Eq.~\eqref{eq:TR} reads $P_{\rm f}(\mathbf B)=P_{\rm r}(\mathbf B)$.

Otherwise the remedy is the symmetric step $U_{\rm s}(\tau)=U_{\rm r}(\tau/2)U_{\rm f}(\tau/2)$. Using $U_{\rm r}(-x)=U_{\rm f}(x)^{-1}$ and $U_{\rm f}(-x)=U_{\rm r}(x)^{-1}$ gives $U_{\rm s}(-\tau)=U_{\rm s}(\tau)^{-1}$, so its effective Hamiltonian is even in $\tau$ and has no $K$ term. It costs about twice as many factors per step.

The small cluster shows all three cases. The field has $\boldsymbol\Omega=(0.6,-0.3,0.45)$~rad/$\mu$s and a model ratio $\gamma_j/\gamma_\mu=0.3$. At $\tau=0.2\,\mu$s and $t=2\,\mu$s, dense products give $P_{\rm f}=P_{\rm r}=0.245907$ in zero field. In the field, $P_{\rm f}(\mathbf B)=P_{\rm r}(-\mathbf B)=0.058817$, while $P_{\rm r}(\mathbf B)=0.026481$. Taking as bias the root of the summed squares of $P-f_0$ over four times, with $f_0$ from diagonalization, halving a small step reduces it by the factor $4.000$ in zero field, $1.999$ in the field, and $4.000$ in the field with the symmetric step.

The propagator has been replaced by a product of small muon–nucleus factors, whose bias in the polarization is of second order in the step in zero field, and in a field can be made so by a symmetric step. It remains to replace the trace over all nuclear configurations by a random-phase state, and to find the statistical error this brings.
